Level-set front with conserved accelerator: reinitialisation errors on a shrinking circle

Take a front that moves faster where more accelerator sits on it, follow it with a level-set function, and now and then reset that function to a distance. If the reset leaves the stored accelerator density as it was, accelerator vanishes: in the example below 7.8% is gone by the time the exact circle has halved its radius. If the density is rebuilt but the reset nudges the front, the final radius is wrong by 1.0 nm in 25 nm. Restoring the accelerator total by hand then makes the radius worse. The scheme below is built to avoid both faults.

**The front and its first difficulty**

In accelerator-driven superfilling, one of several mechanisms of bottom-up filling, the metal grows fastest where earlier contraction of its surface has concentrated the accelerator. The model keeps only this mechanism. The growth speed along the normal is

v = v0 + v1 θ,

where θ is the fractional coverage. The accelerator rides on the surface along the normal; it is not supplied, consumed, buried or spread by diffusion. Electrolyte depletion is left out, θ stays below 1, and the problem is two-dimensional. Lengths are in nm and times in s.

Let φ be positive in the electrolyte, zero on the front and negative in the metal. The normal n = ∇φ/|∇φ| then points into the electrolyte. A point on the front moves with velocity v n and keeps φ = 0, so φ_t + v n·∇φ = 0, or

φ_t + v|∇φ| = 0.

The naive scheme would carry θ along unchanged. That ignores the change in surface length. Let X(s) be a point on the front, with unit tangent τ. Since X_t = v n,

∂X_s/∂t = v_s n + v n_s.

The length |X_s| changes at the rate τ·∂X_s/∂t = v τ·n_s, because τ·n = 0. Per unit length this is v τ·(τ·∇)n. In two dimensions

∇·n = τ·(τ·∇)n + n·(n·∇)n,

and the last term is half the derivative of |n|² = 1 along n, which is zero. A line element therefore stretches at the relative rate v∇·n. Keeping θ times length fixed gives

θ_t + v n·∇θ = −θ v∇·n.

On a circle enclosing electrolyte, n points to the centre and ∇·n = −1/r, so the coverage rises as the circle shrinks.

**Storing a density that is conserved**

Stepping this equation directly gives no discrete balance. The variable q = θp, with p = |∇φ|, allows one: apart from flux through the edge, the sum of q over the grid is conserved. The amount on a single front is then conserved only up to discretisation error. The balance is not a gain in accuracy by itself: on the smooth circle below, stepping θ directly with similar differences locates the front at least as well. The first fault described later arises only because q is the stored variable. Differentiating p² = ∇φ·∇φ gives

p_t = n·∇φ_t = −n·∇(vp).

Hence

q_t = pθ_t + θp_t
= −pv n·∇θ − θpv∇·n − θ n·∇(vp).

The first and third terms combine to −n·∇(θpv), so

q_t = −n·∇(qv) − qv∇·n = −∇·(qv n).

This is a conservation law. Both the stretching rate and this identity were checked on non-circular geometry, each at one point, with derivatives taken symbolically.

The amount on the front is ∫q δ(φ) dA, since |∇φ|δ(φ) dA integrates to length along φ = 0. Its rate of change is

∫[−∇·(qv n) δ(φ) − q δ′(φ) vp] dA.

Integrating the first term by parts gives +∫qvp δ′(φ) dA, which cancels the second; the boundary term vanishes because the front is away from the edge. The argument holds equally for δ(φ − c), as long as that level set also stays away from the edge. Each such smooth level set thus behaves as a separate front with its own accelerator, and v needs no special extension away from φ = 0.

**The circle that judges the scheme**

For a circle of radius R, conservation makes A = Rθ constant; the accelerator amount is 2πA. The front obeys

dR/dt = −(v0 + v1A/R).

With w = v0R + v1A, this becomes dt = −R dR/w. Writing R/w = (1 − v1A/w)/v0 and integrating from R0 down to R,

t = (R0 − R)/v0 − (v1A/v0²) ln[(v0R0 + v1A)/(v0R + v1A)].

For v1 = 0 the radius falls linearly. For v0 → 0 the differential equation instead gives R0² − R² = 2v1At.

The example uses round model parameters: R0 = 50 nm, θ0 = 0.2, v0 = 1 nm/s and v1 = 4 nm/s. Thus A = 10 nm. At R = 25 nm the coverage is 0.4 and the speed is 1 + 4 × 0.4 = 2.6 nm/s, up from 1.8 nm/s. The time is

T = 25 − 40 ln(90/65) = 11.98 s.

Direct integration of the differential equation confirmed the formula.

**Why reinitialise at all**

Start every level set with the same θ0. A circle of initial radius ρ then has radius r = ρF(t/ρ), because substitution gives

F′ = −(v0 + v1θ0/F), F(0) = 1,

which contains no ρ. At fixed time,

∂r/∂ρ = F − (t/ρ)F′ = (r + vt)/ρ,

since F′ = dr/dt = −v. The circle labelled ρ carries φ = R0 − ρ for all time, so |∇φ| = ∂ρ/∂r. At the front,

|∇φ| = R0/(R + vt).

For v1 = 0, R + vt = R0 and the gradient stays 1. With acceleration it drifts: at T it is 50/(25 + 2.6 × 11.98) = 0.890, and the grid gives 0.889. This drift is mild, and the circle could be finished without any reset. A common constant factor in φ and q would leave the normal and q/|∇φ| unchanged, but where the gradient comes to vary strongly from cell to cell, both are harder to resolve.

**The discrete evolution**

Each Cartesian cell stores φ and q. For v > 0 the gradient in the φ equation is

|∇φ|² = Σ max[max(D⁻,0)², min(D⁺,0)²],

summed over x and y. A plain backward difference equals φ′ − hφ″/2 to this order, and a forward one φ′ + hφ″/2. Hence D⁻ is the backward difference plus h/2 times a limited second derivative, and D⁺ the forward difference minus such a term. The limiter takes whichever of two neighbouring second differences is smaller in magnitude if their signs agree, and zero otherwise.

For q, the flux u q is evaluated on cell faces. The face normal uses the direct difference of φ across the face and the average of the central differences along it; u is its component across the face times the mean v of the two cells. For u > 0 the face value is

q_face = (−q_{i−1} + 5q_i + 2q_{i+1})/6,

with the mirror image for u < 0. Flux leaving one cell enters the next. The coverage is recovered as θ = q/|∇φ| with central differences.

With L the right-hand side for U = (φ, q), one time step Δt is

U1 = U + Δt L(U),
U2 = ¾U + ¼[U1 + Δt L(U1)],
U_new = ⅓U + ⅔[U2 + Δt L(U2)].

Here Δt is about 0.4h/(v0 + v1). Near the centre, where inner level sets collapse, θ is limited to the range 0 to 1 and |∇φ| is kept above 0.05. The conservation argument does not cover that region; in every run the front stays more than nine coarse cells from the centre.

Without reinitialisation the largest radius error around the front is 0.073 nm for h = 2.5 nm and 0.019 nm for h = 1.25 nm, an observed order of 1.92. The final A is 10.000 nm on the coarse grid and 10.006 nm on the fine one. The error in A is larger on the fine grid, though below 0.1%. The coarse value is small by accident: halving h again, to 0.625 nm, gives 10.001 nm, a quarter of the fine-grid error.

**First fault: a density that outlives its gradient**

Suppose a reset restores |∇φ| = 1 but leaves q alone. Just before it, q = θ|∇φ|; just after it, the scheme reads the coverage as q. The coverage has been multiplied by the old gradient. A single such reset at T would lose 1 − 0.890 = 11% of the accelerator without moving the front.

With frequent resets the gradient stays near 1, so q = θ throughout and

θ_t + ∇·(θv n) = 0.

The surface coverage is now treated as a density per area of the plane. With n pointing inwards and f(θ) = θv = v0θ + v1θ²,

θ_t − f′θ_r = f/r.

Along dr/dt = −f′ this gives dθ/dt = f/r, and therefore

d(rf)/dt = −f′f + r f′(f/r) = 0.

For a path starting at ρ, r = ρf0/f with f0 = f(θ0). Then dt = r dθ/f = ρf0 dθ/f², and dividing the integrated time by r gives

t/r = f(θ) ∫ dθ′/f(θ′)², from θ0 to θ.

The right side increases with θ, so this fixes the false coverage as a function of t/r. The false front follows from dR/dt = −v with that coverage.

The loss can be seen directly. Following the front,

dA/dt = −vθ + R(θ_t − vθ_r)
= R(f′ − v)θ_r = R v1θ θ_r.

At small t the solution is θ ≈ θ0 + f0t/r, so θ_r is negative and accelerator is lost. With v1 = 0 there is no loss, in agreement with the undistorted gradient of that case.

The frequent-reset limit predicts A = 9.15 nm at T, a loss of 8.5%, and R = 25.40 nm. The grid, reset every four steps, gives 9.22 nm, 7.8% and 25.38 nm. The smaller loss comes from the end of the run. The last of the 29 resets falls four steps before T, so the gradient drift of those steps has not yet been turned into loss; a further reset at T would raise the loss to about 8.6%. The radius is off by only 1.5%, so the radius alone would understate the fault in the coverage.

The cure is to read θ = q/|∇φ| before the reset, replace φ, and then store

q_new = θ|∇φ_new|,

using the same discrete gradient in both places.

**Second fault: a reset that moves the front**

One way to restore a distance is to relax

φ_τ = S(1 − |∇φ|), S = φ/√(φ² + h²),

in an artificial time τ. Here this is done with first-order upwind differences and 30 iterations of step h/2. S is computed once per call, from φ as it was before the reset. In the continuum S = 0 holds the front fixed. On the grid it moves, as a true distance φ = R − r shows.

On the electrolyte side the differences reach back towards the front, and to leading order the computed gradient is

|∇φ|_num = 1 − (h/2)(|n_x|φ_xx + |n_y|φ_yy).

For the circle φ_xx = −n_y²/r and φ_yy = −n_x²/r, so

|∇φ|_num = 1 + (h/2r)|n_x n_y|(|n_x| + |n_y|).

Except where the normal lies along a grid axis, this exceeds 1. Since S > 0, φ falls there. On the metal side the differences reach the other way, the correction changes sign, and S < 0: φ falls again. The zero contour therefore moves into the electrolyte, and δR < 0.

In cells next to the front |S| is in general of order one. The artificial time is 15h and the gradient error of order h/R, so each call moves the front by an amount of order h²/R. The number of calls grows as 1/h, and the accumulated error is of order h. A second-order evolution has become first-order.

The fine grid makes 29 calls, with displacements summing to −0.863 nm, or −0.030 nm each. At a middle radius of 37.5 nm, h²/R is 0.042 nm, the same order of magnitude; the estimate does not fix the prefactor. Relative to the run without resets, the final mean radius shifts by −2.13 nm on the coarse grid and −1.01 nm on the fine grid, an observed order of 1.07.

**From small displacements to the final error**

A displacement also changes the accelerator amount, because the front now reads θ at another place. In the undisturbed solution rθ = θ0ρ, so

d(rθ)/dr = θ0 ∂ρ/∂r = A/(R + vt)

at the front. If the θ field stays in place, a small displacement gives

δA = A δR/(R + vt).

If θ was first made constant along normals, rθ changes only through r and δA = A δR/R. The slope formula gives 0.178 at T, and the undisturbed grid gives 0.177.

To carry the errors to the final time, linearise the front equation:

d(δR)/dt = (v1A/R²)δR − (v1/R)δA.

Along the unperturbed path, dv/dt = −(v1A/R²)dR/dt = (v1A/R²)v. Writing δR = v g therefore removes the first term:

dg/dt = −v1δA/(Rv).

Call k adds δR_k/v_k to g and δA_k to the amount error, which then persists. Summing over calls,

δR(T) = v(T) Σ_k [δR_k/v_k − δA_k I_k].

The integral is found with dt = −dR/v and v = w/R:

I_k = ∫ v1R dR/w², from R(T) to R_k.

Since R = (w − v1A)/v0 and dR = dw/v0,

I_k = (v1/v0²)[ln w + v1A/w], from R(T) to R_k.

An early displacement at fixed A is amplified by up to 2.6/1.8 = 1.44, because a front that is ahead is also smaller and faster. For v1 = 0 there is no amplification.

For the fine relaxation run the budget gives −0.904 nm. The nonlinear front equation, given the same disturbances at one tenth of their size and rescaled, also gives −0.904 nm. The grid shift of −1.014 nm is 12% larger. The budget counts displacements during the resets, but not later discretisation errors on the deformed φ; these are a plausible source of the excess, not an established one.

The amount changes agree less well. The slope formula predicts a sum of −0.167 nm in A, whereas the grid records −0.228 nm. The formula assumes the smooth θ field of the undisturbed solution. It is a conjecture that relaxation leaves a cell-scale distortion that changes the local slope. The budget uses the recorded changes, so this discrepancy does not enter it.

**Why restoring the total is not a repair**

One might multiply θ after each reset by the factor that restores A. The final A is then 10.005 nm instead of 9.781 nm, but the radius shift grows from −1.01 to −1.19 nm. The budget shows why. Relaxation pushes the front forwards, δR < 0, and removes accelerator, δA < 0. The lost accelerator slows the later growth and hides part of the displacement. Restoring it removes this compensation; the budget for that run is −1.08 nm. A correct total is thus no evidence of a correct front.

**A reset that holds the front**

The remedy is to find, for each grid point X, the nearest point x of the contour φ = 0, with φ interpolated by a cubic spline. Starting from x = X, and with e = X − x, repeat

x ← x − φ n/max(|∇φ|, 0.7) + ½[e − (e·n)n].

The first correction is normal to the contour and the second tangential. At a fixed point both vanish, so x lies on the contour and X − x is normal to it. For the circle and the starting points near the front, this is the nearest point. On a circle the first step is already radial, so the example does not exercise the tangential correction. On other shapes each sweep only about halves the tangential error, and where |∇φ| is below 0.7 the normal step falls short, so more sweeps may be needed. After seven sweeps, set

φ_new(X) = sign[φ(X)] |X − x|, θ_new(X) = θ(x),

and rebuild q = θ_new|∇φ_new|.

On the fine grid the summed displacement falls from −0.863 nm to 0.000003 nm. The largest radius error is 0.018 nm, against 0.019 nm without resets, and A ends at 10.004 nm. At this resolution the reset adds no visible error to the evolution.

The circle checks normal motion, concentration by contraction and the effect of resets. Its coverage does not vary along the front, so it does not check the response to uneven accelerator. Corners, merging fronts, saturation at θ = 1 and surface diffusion need further physics or further tests. The numerical output below gives the remaining values.

Table of computed values

```
initial radius: 50.0 nm
initial coverage: 0.20 (fraction)
bare speed v0: 1.0 nm/s
accelerated speed coefficient v1: 4.0 nm/s
accelerator amount/(2 pi): 10.00 nm
exact final radius: 25.00 nm
exact final coverage: 0.400 (fraction)
initial speed: 1.800 nm/s
final speed: 2.600 nm/s
final time: 11.98310 s
half-width of square domain: 70.0 nm
coarse grid spacing: 2.500 nm
coarse time steps: 60
fine grid spacing: 1.250 nm
fine time steps: 120
steps between reinitialisations: 4
relaxation iterations per call: 30
fine-grid reinitialisation calls: 29
no reinit, coarse: mean R = 24.9517 nm, A = 10.0003 nm, max |R error| = 0.0728 nm
no reinit, fine: mean R = 24.9872 nm, A = 10.0057 nm, max |R error| = 0.0192 nm
relaxation, coarse: mean R = 22.8238 nm, A = 9.6015 nm, max |R error| = 2.3418 nm
relaxation, fine: mean R = 23.9732 nm, A = 9.7808 nm, max |R error| = 1.2388 nm
relaxation + restored amount: mean R = 23.7936 nm, A = 10.0054 nm, max |R error| = 1.3925 nm
closest point: mean R = 24.9887 nm, A = 10.0045 nm, max |R error| = 0.0183 nm
stale q: mean R = 25.3769 nm, A = 9.2194 nm, max |R error| = 0.3829 nm
observed order without reinit: 1.92
front |grad phi|, grid: 0.8892
front |grad phi|, exact: 0.8904
d(r theta)/dr at front, grid: 0.1774
d(r theta)/dr at front, exact: 0.1781
sum of relaxation displacements: -0.8629 nm
sum of relaxation A changes, grid: -0.2275 nm
sum of relaxation A changes, predicted: -0.1671 nm
relaxation radius shift, coarse grid: -2.1279 nm
relaxation radius shift, fine grid: -1.0140 nm
relaxation radius shift, linear budget: -0.9042 nm
relaxation radius shift, kicked ODE: -0.9043 nm
observed order of relaxation shift: 1.07
restored-amount radius shift, grid: -1.1936 nm
restored-amount radius shift, budget: -1.0775 nm
sum of closest-point displacements: 0.000003 nm
stale-q final radius, predicted: 25.4049 nm
stale-q final A, predicted: 9.1491 nm
stale-q accelerator loss, grid: 7.81 %
stale-q accelerator loss, predicted: 8.51 %
```
